# Self-Energy of an Axial Charge in a Dielectric Cylinder: verification in Python

```python
"""Self-energy of a point charge q on the axis of an infinite dielectric cylinder.

Result under test (Hartree atomic units, potential q/(eps r) in a bulk medium):
    Sigma = q^2 F(kappa) / (eps_in R),   kappa = eps_in / eps_out,
    F = (1/pi) Int_0^inf A(x) dx,
    A = (kappa-1) K0 K1 / (kappa I1 K0 + I0 K1), Bessel functions at x.
R: cylinder radius; eps_in, eps_out: permittivities inside and outside.
Sigma is measured from the same charge in an unbounded medium eps_in.
Independent road: real-space integral equation for the wall charge.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants
from scipy.special import i0, i1, k0, k1, i0e, i1e, k0e, k1e, ellipkm1

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * physical_constants["Bohr radius"][0]


def amplitude(x, kappa):
    """Induced amplitude A(x), written with scaled Bessel functions."""
    denominator = kappa * i1e(x) * k0e(x) + i0e(x) * k1e(x)
    return (kappa - 1) * k0e(x) * k1e(x) * np.exp(-2 * x) / denominator


def shape_factor(kappa):
    parts = [quad(amplitude, a, b, args=(kappa,), epsabs=1e-12,
                  epsrel=1e-10, limit=200)[0] for a, b in ((0, 1), (1, 30))]
    return sum(parts) / np.pi


def sigma_formula(radius, eps_in, eps_out, q=1.0):
    return q**2 * shape_factor(eps_in / eps_out) / (eps_in * radius)


def match_boundary(x, kappa):
    """Solve continuity of potential and normal displacement for A and B."""
    matrix = np.array([[i0(x), -k0(x)], [kappa * i1(x), k1(x)]])
    return np.linalg.solve(matrix, np.array([-k0(x), kappa * k1(x)]))


def wall_charge_solution(radius, eps_in, eps_out, q=1.0, panels=800):
    """Self-energy and total wall charge from the real-space equation.

    The mesh is fixed in bohr and does not scale with the radius.
    """
    edges = 30.0 * np.sinh(np.linspace(0, 8, panels + 1))
    left, right = edges[:-1], edges[1:]
    z = 0.5 * (left + right)

    def kernel_integral(distance):
        # integral from 0 to distance of the radial field of unit rings
        s2 = 4 * radius**2 + distance**2
        return 2 * distance * ellipkm1(distance**2 / s2) / np.sqrt(s2)

    zc = z[:, None]
    field = (kernel_integral(zc - left) - kernel_integral(zc - right)
             + kernel_integral(zc + right) - kernel_integral(zc + left))
    contrast = (eps_in - eps_out) / (2 * np.pi * (eps_in + eps_out))
    source = q * radius / (eps_in * (radius**2 + z**2)**1.5)
    density = np.linalg.solve(np.eye(panels) - contrast * field,
                              contrast * source)
    ring = 4 * np.pi * radius * density      # both signs of z
    potential = np.sum(ring * (np.arcsinh(right / radius)
                               - np.arcsinh(left / radius)))
    return 0.5 * q * potential, np.sum(ring * (right - left))


def field_energy_factor(kappa):
    """F from the overlap of actual and bulk fields outside the cylinder."""
    def radial(x):
        def integrand(t):
            s = np.exp(t)
            return s**2 * (k0(s)**2 + k1(s)**2)
        return quad(integrand, np.log(x), np.log(x + 20), epsrel=1e-9,
                    limit=200)[0]

    total = sum(quad(lambda x: match_boundary(x, kappa)[1] * radial(x),
                     a, b, epsabs=1e-8, epsrel=1e-7)[0]
                for a, b in ((0, 1), (1, 15)))
    return (1 - 1 / kappa) * total / np.pi


# Worked parameters
eps_in, eps_out = 12.0, 4.0
kappa = eps_in / eps_out
radii = np.array([25.0, 50.0, 100.0])
R = radii[1]
print(f"charge q = 1 e; eps_in = {eps_in:.0f}, eps_out = {eps_out:.0f}, "
      f"kappa = {kappa:.1f}")

# Cylindrical expansion of the bare Coulomb potential
rho, height = 1.3, 0.7
expansion = sum(quad(lambda k: k0(k * rho) * np.cos(k * height), a, b)[0]
                for a, b in ((0, 1), (1, 30))) * 2 / np.pi
coulomb = 1 / np.hypot(rho, height)
assert abs(expansion - coulomb) < 1e-7
print(f"1/r at rho=1.3, z=0.7 bohr: expansion {expansion:.6f}, "
      f"direct {coulomb:.6f} 1/bohr")

# Boundary matching against the closed amplitudes
for x in (0.05, 1.0, 4.0):
    for ratio in (0.5, 3.0, 12.0):
        a_num, b_num = match_boundary(x, ratio)
        b_closed = ratio / (x * (ratio * i1(x) * k0(x) + i0(x) * k1(x)))
        assert abs(a_num / amplitude(x, ratio) - 1) < 1e-9
        assert abs(b_num / b_closed - 1) < 1e-9
a_one, b_one = match_boundary(1.0, kappa)
print(f"Bessel functions at x=1: I0 {i0(1.0):.5f}, I1 {i1(1.0):.5f}, "
      f"K0 {k0(1.0):.5f}, K1 {k1(1.0):.5f}")
print(f"matching at x=1: A = {a_one:.5f}, B = {b_one:.5f}")

# Asymptotic forms that make the integral converge
tail = np.pi * (kappa - 1) / (kappa + 1) * np.exp(-2 * 200.0)
assert abs(amplitude(200.0, kappa) / tail - 1) < 0.01
small = 1e-5
log_slope = (amplitude(2 * small, kappa) - amplitude(small, kappa)) / np.log(2)
assert abs(log_slope + (kappa - 1)) < 1e-4

# Field-energy road, which tests the factor one half
F = shape_factor(kappa)
F_field = field_energy_factor(kappa)
assert abs(F_field / F - 1) < 1e-5
print(f"F(3): formula {F:.6f}, field energy {F_field:.6f}")
for x in (0.1, 1.0, 3.0):
    numeric = quad(lambda t: t * (k0(t)**2 + k1(t)**2), x, x + 25,
                   limit=200)[0]
    assert abs(numeric / (x * k0(x) * k1(x)) - 1) < 1e-7

# Radius scaling, with a mesh that does not scale
wall_energies = []
for radius in radii:
    energy = sigma_formula(radius, eps_in, eps_out)
    wall, charge = wall_charge_solution(radius, eps_in, eps_out)
    wall_energies.append(wall)
    assert abs(wall / energy - 1) < 5e-4
    print(f"R = {radius:.0f} bohr ({radius * BOHR_NM:.3f} nm): "
          f"Sigma = {energy:.6e} hartree ({energy * HARTREE_MEV:.3f} meV)")
    print(f"   wall-charge Sigma = {wall:.6e} hartree, "
          f"R*Sigma = {radius * wall:.6f} hartree bohr")
    if radius == R:
        expected_charge = 1 / eps_out - 1 / eps_in
        assert abs(charge / expected_charge - 1) < 2e-3
        print(f"   total wall charge = {charge:.5f} e, "
              f"expected {expected_charge:.5f} e")
exponent = np.polyfit(np.log(radii), np.log(wall_energies), 1)[0]
assert abs(exponent + 1) < 5e-4
print(f"radius exponent from wall-charge energies = {exponent:.5f}")

# Other surroundings at the same radius
for outside in (1.0, 24.0):
    energy = sigma_formula(R, eps_in, outside)
    wall = wall_charge_solution(R, eps_in, outside)[0]
    assert abs(wall / energy - 1) < 1e-3
    assert energy * (eps_in - outside) > 0
    print(f"R = 50 bohr, eps_out = {outside:.0f}: "
          f"F = {shape_factor(eps_in / outside):.6f}, "
          f"Sigma = {energy:.6e} hartree ({energy * HARTREE_MEV:.3f} meV)")
    print(f"   wall-charge Sigma = {wall:.6e} hartree")

# Same ratio, both permittivities doubled
doubled = wall_charge_solution(R, 2 * eps_in, 2 * eps_out)[0]
assert abs(doubled / wall_energies[1] - 0.5) < 1e-6
print(f"R = 50 bohr, eps 24 and 8: wall-charge Sigma = {doubled:.6e} "
      f"hartree, ratio to eps 12 and 4 = {doubled / wall_energies[1]:.5f}")

# Weak contrast, monotonic growth and metallic surroundings
step = 1e-3
slope = (shape_factor(1 + step) - shape_factor(1 - step)) / (2 * step)
assert abs(slope - np.pi / 8) < 1e-5
print(f"dF/dkappa at kappa=1: numerical {slope:.6f}, pi/8 = {np.pi/8:.6f}")
print(f"weak-contrast estimate of F(3) = {np.pi / 8 * (kappa - 1):.6f}, "
      f"ratio to full F = {np.pi / 8 * (kappa - 1) / F:.4f}")
samples = [shape_factor(v) for v in (0.0, 0.2, 0.5, 1.0, 2.0, 3.0, 12.0, 50.0)]
assert np.all(np.diff(samples) > 0)
F_metal = -sum(quad(lambda x: k0(x) / i0(x), a, b)[0]
               for a, b in ((0, 1), (1, 30))) / np.pi
metal_wall = wall_charge_solution(R, eps_in, 1e9)[0] * eps_in * R
assert abs(metal_wall / F_metal - 1) < 1e-3
print(f"metallic surroundings: F(0) = {F_metal:.6f}, "
      f"wall-charge value {metal_wall:.6f}")

print("OK")
```

Printed output:

```
charge q = 1 e; eps_in = 12, eps_out = 4, kappa = 3.0
1/r at rho=1.3, z=0.7 bohr: expansion 0.677285, direct 0.677285 1/bohr
Bessel functions at x=1: I0 1.26607, I1 0.56516, K0 0.42102, K1 0.60191
matching at x=1: A = 0.34341, B = 2.03267
F(3): formula 0.685374, field energy 0.685374
R = 25 bohr (1.323 nm): Sigma = 2.284579e-03 hartree (62.167 meV)
   wall-charge Sigma = 2.284543e-03 hartree, R*Sigma = 0.057114 hartree bohr
R = 50 bohr (2.646 nm): Sigma = 1.142289e-03 hartree (31.083 meV)
   wall-charge Sigma = 1.142273e-03 hartree, R*Sigma = 0.057114 hartree bohr
   total wall charge = 0.16666 e, expected 0.16667 e
R = 100 bohr (5.292 nm): Sigma = 5.711447e-04 hartree (15.542 meV)
   wall-charge Sigma = 5.711369e-04 hartree, R*Sigma = 0.057114 hartree bohr
radius exponent from wall-charge energies = -1.00000
R = 50 bohr, eps_out = 1: F = 2.777992, Sigma = 4.629986e-03 hartree (125.988 meV)
   wall-charge Sigma = 4.629819e-03 hartree
R = 50 bohr, eps_out = 24: F = -0.205745, Sigma = -3.429079e-04 hartree (-9.331 meV)
   wall-charge Sigma = -3.429056e-04 hartree
R = 50 bohr, eps 24 and 8: wall-charge Sigma = 5.711367e-04 hartree, ratio to eps 12 and 4 = 0.50000
dF/dkappa at kappa=1: numerical 0.392699, pi/8 = 0.392699
weak-contrast estimate of F(3) = 0.785398, ratio to full F = 1.1459
metallic surroundings: F(0) = -0.435345, wall-charge value -0.435343
OK
```
